# Centred differences for steady drift-diffusion between fixed end densities

## Problem

Charged particles of density $n(x)$ drift with constant velocity $v$ and diffuse with constant coefficient $D>0$ along $0\le x\le L$. There is no source or loss in the gap. In the steady state the flux $\Gamma$ is therefore uniform:

$$\frac{d\Gamma}{dx}=0,\qquad \Gamma=vn-D\frac{dn}{dx}.$$

The end densities are held at $n(0)=n_0$ and $n(L)=n_L$, with $n_L\neq n_0$. Positive $v$ points towards $x=L$. Divide the gap into $N\ge 2$ equal cells of width $h=L/N$, with nodes $x_i=ih$, and define the signed cell Peclet number $P=vh/D$.

(a) Solve the differential equation and decide whether its solution can oscillate.

(b) Replace both derivatives by centred differences and solve the resulting equations in closed form.

(c) For which $P$ does the discrete density oscillate, in the sense that successive differences $d_i=n_{i+1}-n_i$ alternate in sign? What causes this?

(d) How large is the overshoot, and can the density become negative?

(e) How do mesh refinement and other treatments of the drift term change the result?

(f) Trace K$^+$ ions drift through nitrogen at 1 Torr and 300 K in a field $E=1$ V/cm across a gap of 0.5 cm. Take a reduced mobility of 2.5 cm²/Vs (a rough typical value), $n_0=10^4$ cm$^{-3}$ and $n_L=10^3$ cm$^{-3}$. Examine a mesh of six cells and find the smallest mesh free of overshoot.

## Solution

### (a) The continuous density

For $v\ne0$, the equation $vn'=Dn''$ says that $n'$ is proportional to $e^{vx/D}$. Hence $n=A+Be^{vx/D}$. The end conditions are $A+B=n_0$ and $A+Be^{vL/D}=n_L$. Subtracting them gives $B$, and then

$$n(x)=n_0+(n_L-n_0)\frac{e^{vx/D}-1}{e^{vL/D}-1}.$$

The derivative $n'=(Bv/D)e^{vx/D}$ has one sign throughout, so the density is monotone. For $v=0$ it is a straight line. When $|v|L/D\gg1$, nearly all the change occurs in a layer of thickness about $D/|v|$ at the downstream end. Any oscillation must therefore come from the discretization.

### (b) The discrete density

At each interior node, centred differences give

$$v\frac{n_{i+1}-n_{i-1}}{2h}=D\frac{n_{i+1}-2n_i+n_{i-1}}{h^2}.$$

Multiply by $h^2/D$ and collect terms on one side:

$$\left(1+\frac P2\right)n_{i-1}-2n_i+\left(1-\frac P2\right)n_{i+1}=0. \tag{1}$$

First let $P\ne0,\pm2$. The trial $n_i=r^i$ gives

$$\left(1-\frac P2\right)r^2-2r+\left(1+\frac P2\right)=0.$$

The left side factors as $(r-1)\left[(1-P/2)r-(1+P/2)\right]$, so the roots are $1$ and

$$r=\frac{2+P}{2-P}.$$

Two neighbouring values determine all the others through (1), so the general solution has two constants: $n_i=A+Br^i$. The end conditions give $B(r^N-1)=n_L-n_0$. Since $|2+P|=|2-P|$ requires $P=0$, here $|r|\ne1$ and $r^N\ne1$. The solution is unique:

$$n_i=n_0+(n_L-n_0)\frac{r^i-1}{r^N-1}. \tag{2}$$

The excluded values follow directly from (1):

- For $P=0$, all differences are equal and the density is a straight line.
- For $P=2$, (1) becomes $n_i=n_{i-1}$. All interior values equal $n_0$, and the whole change lies in the last cell.
- For $P=-2$, all interior values equal $n_L$.

### (c) The condition for oscillation and its cause

Write $2n_i=(1+P/2)n_i+(1-P/2)n_i$ in (1) and regroup:

$$\left(1-\frac P2\right)(n_{i+1}-n_i)=\left(1+\frac P2\right)(n_i-n_{i-1}).$$

Thus $d_i=r\,d_{i-1}$. The first difference, $d_0=B(r-1)$, is nonzero because $n_L\ne n_0$. The sign of $r$ is seen from

$$r=\frac{(2+P)(2-P)}{(2-P)^2}=\frac{4-P^2}{(2-P)^2}.$$

For $|P|<2$, $r$ is positive, all differences have the same sign and the density is monotone. For $|P|>2$, $r$ is negative and every difference has the opposite sign to the one before it. This is the required result. If the end densities were equal, $B$ would vanish and the constant solution would show no oscillation at any finite $P$.

The cause is visible when (1) is solved for the central value:

$$n_i=\frac12\left(1+\frac P2\right)n_{i-1}+\frac12\left(1-\frac P2\right)n_{i+1}.$$

The weights add to one. While both are positive, $n_i$ lies between its neighbours. Once $P>2$, the downstream weight is negative: with the upstream neighbour held fixed, raising the downstream neighbour lowers $n_i$. The centred drift term has then outweighed diffusion in the coefficient of $n_{i+1}$, and $n_i$ is no longer bounded by its neighbours. For $P<-2$ the two sides exchange roles.

### (d) Overshoot and negative density

Take $P>2$, so that $r<-1$. At the last interior node, (2) gives

$$\frac{n_{N-1}-n_0}{n_L-n_0}=\frac{r^{N-1}-1}{r^N-1}.$$

For even $N$ the numerator is negative and the denominator positive; for odd $N$ the signs are reversed. The fraction is negative in both cases, so this node lies outside the interval between the end densities, on the side of $n_0$. Let $s$ be the size of the fraction. At fixed $P$ and large $N$,

$$s\to\frac1{|r|}=\frac{P-2}{P+2}.$$

If $n_L>n_0$, the last interior density is $n_0-s(n_L-n_0)$. It is negative when $s(n_L-n_0)>n_0$, although the continuous density is positive.

The opposite limit is $P\to\infty$ at fixed $N$, where $r\simeq-(1+4/P)$. For odd $N$, $r^N-1\to-2$ and the nodes alternate between $n_0$ and $n_L$. For even $N$ and $P\gg4N$, $r^N-1\simeq4N/P$, while $r^i-1\simeq-2$ at odd $i$. The deviation there is $-P/(2N)$ times $n_L-n_0$, which grows without bound.

### (e) Refinement and other drift terms

The continuous solution multiplies successive differences by $e^P$. For small $P$,

$$r=1+P+\frac{P^2}2+\frac{P^3}4+\cdots,\qquad e^P=1+P+\frac{P^2}2+\frac{P^3}6+\cdots,$$

so $r-e^P\simeq P^3/12$. Correspondingly, $\ln r=P+P^3/12+\cdots$. At a fixed position $x=ih$,

$$r^i=\exp\left[\frac{vx}{D}\left(1+\frac{P^2}{12}+\cdots\right)\right].$$

The error thus falls as $h^2$. Refinement removes the oscillation once $|P|<2$, but accuracy requires $P^2/12$ to be small as well.

To isolate the cause, keep the mesh and the diffusion term and change the drift term. For $v>0$, the upwind difference $(n_i-n_{i-1})/h$ gives

$$P(n_i-n_{i-1})=(n_{i+1}-n_i)-(n_i-n_{i-1}),$$

or $d_i=(1+P)d_{i-1}$. The ratio is positive, so the oscillation is gone. The price follows from the identity

$$\frac{n_i-n_{i-1}}h=\frac{n_{i+1}-n_{i-1}}{2h}-\frac h2\,\frac{n_{i+1}-2n_i+n_{i-1}}{h^2}.$$

Upwinding is the centred scheme with $D$ replaced by $D+vh/2$, which broadens the layer.

The exponential, or Scharfetter–Gummel, scheme instead solves the uniform-flux equation inside each cell. With $n=A+Be^{vx/D}$ the flux is $vA$. Eliminating $B$ between the two nodes gives

$$\Gamma_{i+1/2}=v\,\frac{e^Pn_i-n_{i+1}}{e^P-1}.$$

Equating the fluxes of adjacent cells yields $d_i=e^Pd_{i-1}$. For constant $v$ and $D$, the node values are therefore those of the continuous solution at any $P$.

### (f) Potassium ions in nitrogen

Scaling the reduced mobility from 760 Torr and 273.15 K gives

$$\mu=2.5\times760\times\frac{300}{273.15}\simeq2087\ \text{cm}^2/\text{Vs}.$$

Then $v=\mu E=2087$ cm/s. For these nearly thermal, singly charged ions the Einstein relation $D=\mu kT/e$ applies, with $kT/e=25.85$ mV, so $D=53.95$ cm²/s. The mobility cancels from the Peclet number:

$$P=\frac{vh}{D}=\frac{Eh}{kT/e}.$$

The threshold $P=2$ is a voltage drop of 51.7 mV per cell. With six cells the drop is 83.33 mV, and

$$P=\frac{83.33}{25.85}=3.22,\qquad r=\frac{5.2235}{-1.2235}=-4.27.$$

The neighbour weights are 1.306 and $-0.306$. The densities in cm$^{-3}$ are:

| Node | Centred | Continuous | Upwind |
|---|---:|---:|---:|
| 0 | 10000 | 10000 | 10000 |
| 1 | 10008 | 10000 | 9995 |
| 2 | 9974 | 10000 | 9973 |
| 3 | 10117 | 9999 | 9882 |
| 4 | 9508 | 9986 | 9497 |
| 5 | 12110 | 9642 | 7870 |
| 6 | 1000 | 1000 | 1000 |

The centred differences alternate in sign and grow by the factor 4.27 towards the downstream end. At node 5, $s=0.2344$, so $n_5=10000+0.2344\times9000\simeq12110$ cm$^{-3}$. This is 26% above the continuous value. Upwinding is monotone but 18% too low there. It adds 86.95 cm²/s to the physical diffusion coefficient, which by itself would make the continuous density 23% too low at this node; the remaining discretization error offsets part of that.

On this mesh the flux does not reveal the fault. The centred and continuous fluxes are $2.0871\times10^7$ and $2.0868\times10^7$ cm$^{-2}$s$^{-1}$, a difference of about 0.015%. A nearly correct flux is thus no evidence for a correct profile.

If the end densities are exchanged, with $v$ unchanged, node 5 has $1000-0.2344\times9000\simeq-1110$ cm$^{-3}$. The continuous density there is 1358 cm$^{-3}$.

The condition $P<2$ requires $N>vL/(2D)=19.341/2=9.67$, hence ten cells. Then $P=1.93$ and the overshoot is gone, but the last interior density is 9849 instead of 8699 cm$^{-3}$, still 13% too high. Much finer meshes show the expected second-order convergence: from 160 to 320 cells, the largest node error falls by a factor of 4.00.

**Comparison with a real drift cell.** Cells of this kind are used to measure ion mobilities for plasma models. The 0.5 cm gap is short for such a cell, but at fixed field and cell width $P$ does not depend on the gap. The main neglected effects are these:

- The collision length $\sqrt{kT/m}\,m\mu/e$, with $m$ the ion mass, is about 8% of the layer thickness $D/v=0.026$ cm (other common definitions give 6 to 13%). Kinetic corrections are concentrated within a few collision lengths of an absorbing wall. Further out the layer keeps its shape, because $e^{vx/D}=e^{eEx/kT}$ is the Boltzmann factor, and mainly the effective wall density is shifted.
- The ions' space charge changes the field by at most about 0.009 V/cm across the gap, or 0.9%, if the density nowhere exceeds $n_0$. Drift heats the ions by about 0.5 K. Neither brings $P=3.22$ near 2.
- Ions spread sideways by about 0.16 cm during transit, so the one-dimensional model needs a much wider ion stream.
- With an assumed rough clustering coefficient of $10^{-31}$ cm$^6$/s and no break-up, about 2.5% of the ions would cluster in transit; this figure rises nearly in proportion to the assumed coefficient. Break-up cannot be neglected, however: K$^+\cdot$N$_2$ is bound by only about 0.2 eV, and a rough equilibrium estimate at 300 K and 1 Torr puts the clustered fraction below 0.1%.

A crude half-Maxwellian estimate for a fully absorbing wall gives a wall density of about $0.10\,n_0$. A relaxation-time kinetic model gives about $0.08\,n_0$ at the wall itself and $0.11\,n_0$ for the value extrapolated from the fluid region, so the chosen $n_L$ is of the right size.

A processing plasma breaks the fixed-field assumption. The space-charge estimate is proportional to density: uncompensated ions at $10^9$ cm$^{-3}$ would change the field by about 900 V/cm across this gap. Electrons and Poisson's equation must then be included. Formula (2) no longer applies when $v$ varies, but the centred flux through a face is still

$$\Gamma_{i+1/2}=\frac Dh\left[\left(1+\frac P2\right)n_i-\left(1-\frac P2\right)n_{i+1}\right],$$

with the local $P$. Its downstream coefficient changes sign at $P=2$, so the voltage drop per cell remains the quantity to inspect wherever the Einstein relation holds. The numerical output lists the remaining values.

## Numbers as computed

```
pressure 1.0 Torr; temperature 300 K
reduced mobility (rough input) 2.5 cm2/Vs
mobility at working pressure 2087 cm2/Vs
field 1.0 V/cm; gap 0.50 cm
end densities 10000 and 1000 cm^-3
thermal voltage kT/e 25.85 mV
threshold cell voltage 2kT/e 51.70 mV
drift velocity 2087 cm/s; diffusion coefficient 53.95 cm2/s
layer thickness D/v 0.02585 cm
whole-gap Peclet number vL/D 19.341
cells 6; cell width 0.08333 cm
voltage drop per cell 83.33 mV
cell Peclet number P 3.2235; centred ratio r -4.2694
true node ratio exp(P) 25.115; upwind 4.2235
neighbour weights: left 1.3059, right -0.3059
threshold P found from direct solutions 2.000000000
node, x (cm), densities (cm^-3): centred, exact, upwind
0 0.0000 10000.00 10000.00 10000.00
1 0.0833 10007.83 10000.00 9994.89
2 0.1667 9974.39 9999.98 9973.30
3 0.2500 10117.16 9999.43 9882.10
4 0.3333 9507.65 9985.73 9496.95
5 0.4167 12109.87 9641.65 7870.26
6 0.5000 1000.00 1000.00 1000.00
centred node differences (cm^-3): 7.83, -33.44, 142.76, -609.51, 2602.23, -11109.87
overshoot / end-density difference 0.23443
many-cell limit of this fraction 0.23423
flux (cm^-2 s^-1): centred 2.08708e+07, exact 2.08677e+07
exchanged ends, centred densities (cm^-3): 1000.0, 992.2, 1025.6, 882.8, 1492.4, -1109.9, 10000.0
exchanged ends, exact density at node 5 1358.3 cm^-3
upwind added diffusion vh/2 86.95 cm2/s
smallest mesh without overshoot 10 cells
its P 1.9341
its last interior density (cm^-3): centred 9849.2, exact 8699.0
error ratio from 160 to 320 cells 4.004
collision length 0.00214 cm
collision length / layer thickness 0.0826
absorbing-wall density / n0, kinetic estimate 0.1035
space-charge field bound 0.00905 V/cm
ion heating by drift 0.489 K
reduced field 3.11 Td
transit time 239.6 us; sideways spread 0.161 cm
assumed rough clustering coefficient 1e-31 cm^6/s
clustered fraction, no break-up 0.0245
```
